# Quadrupole term of the electron-phonon vertex and its piezoelectric acoustic limit: a numerical check

```python
# Long-wave electron-phonon vertex of an insulator (atomic units, electron charge -1).
# Core kappa displaced along a with phase exp(iq.(R+tau)); g = <u_m,k+q|dV|u_n,k>:
#  g = 4 pi i (qZ)_a d_mn/(V q.eps.q)
#    + 4 pi q_b q_c/(V q.eps.q) [Q_a^bc d_mn/2 + Z_ba (i D^c - W^c)] + gbar + O(q)
# Z Born charge, Q dynamical quadrupole, eps clamped-ion dielectric tensor, V cell volume,
# D = <d_k u_m|u_n>, W = dV/dE (local fields), gbar zero-field vertex at q=0.
# Acoustic limit: g/|U| = -4 pi q_a q_c e_abc U_b/(q.eps0.q), e relaxed-ion piezo tensor.
# Model: Gaussian cores and massless shells with springs (particles: core A, core B,
# shell A, shell B), probed by a plane-wave electron. The finite-q vertex from the definition
# is compared with tensors from nonlinear static relaxation at q=0.
import numpy as np, itertools
from scipy import constants as sc
pc = sc.physical_constants
BOHR = pc['Bohr radius'][0]/sc.angstrom; HA = pc['Hartree energy in eV'][0]
AMU = sc.atomic_mass/sc.m_e; pi = np.pi
a_A, sig_A, k1_e, k2_e, kcs_e, T = 5.5, 0.6, 10.0, 2.0, 10.0, 300.0
a, sig = a_A/BOHR, sig_A/BOHR
k1, k2, kcs = [x*BOHR**2/HA for x in (k1_e, k2_e, kcs_e)]
A0 = a/2*np.array([[0., 1, 1], [1, 0, 1], [1, 1, 0]])
R0 = a/4*np.array([[0., 0, 0], [1, 1, 1], [0, 0, 0], [1, 1, 1]])
d1, d2, I3 = a*3**.5/4, a/2**.5, np.eye(3)
nall = np.array(list(itertools.product(range(-7, 8), repeat=3)))
g2 = ((nall@(2*pi*np.linalg.inv(A0).T))**2).sum(1)
NG = nall[g2*sig**2 < 34]; NZ = np.any(NG != 0, axis=1)
NB = nall[g2 < 12.1*(2*pi/a)**2]; ND = NB[:, None, :]-NB[None, :, :]
def rec(A): return 2*pi*np.linalg.inv(A).T, abs(np.linalg.det(A))
def unit(v): v = np.array(v, float); return v/np.linalg.norm(v)

class Crystal:
    def __init__(s, z, wells, mass, F):
        s.z = np.array(z, float); s.M = np.array(mass)*AMU
        s.w = np.array(list(wells)+[0, 0])/HA*(2*pi)**1.5*sig**3
        h = 1e-4
        s.f = -(s.ecoul(1+h)-s.ecoul(1-h))/(2*h)/(4*d1)   # zero pressure in the cubic cell
        s.bonds = [(2, 3, n, k1, s.f, d1) for n in [(0,0,0), (-1,0,0), (0,-1,0), (0,0,-1)]]
        for n in [(1,0,0), (0,1,0), (0,0,1), (1,-1,0), (0,1,-1), (1,0,-1)]:
            s.bonds += [(0, 0, n, k2, 0., d2), (1, 1, n, k2, 0., d2)]
        s.A = A0@F.T; s.B, s.V = rec(s.A)
        s.r = s.relax(s.A, R0@F.T, 3, np.zeros(3), None)
        s.H0 = s.hess(s.A, s.r, np.zeros(3), False).real
        s.statics()
    def ecoul(s, x):
        B, V = rec(A0*x); G = NG[NZ]@B; G2 = (G**2).sum(1)
        return 2*pi/V*np.sum(abs(s.z@np.exp(-1j*x*R0@G.T))**2*np.exp(-G2*sig**2)/G2)
    def grad(s, A, r, E):
        B, V = rec(A); G = NG[NZ]@B; G2 = (G**2).sum(1)
        ph = np.exp(-1j*r@G.T); w = 4*pi/V*np.exp(-G2*sig**2)/G2
        g = s.z[:, None]*(((-1j*ph*w*np.conj(s.z@ph))@G).real-E)
        for i, j, n, k, f, d in s.bonds:
            v = r[j]+np.array(n)@A-r[i]; L = np.linalg.norm(v); t = (f+k*(L-d))*v/L
            g[j] += t; g[i] -= t
        for i in (0, 1):
            t = kcs*(r[i+2]-r[i]); g[i+2] += t; g[i] -= t
        return g.ravel()
    def hess(s, A, r, q, macro):
        B, V = rec(A)
        def coul(G, qq):
            K = G+qq; K2 = (K**2).sum(1)
            X = ((s.z[:, None]*np.exp(1j*r@G.T))[:, None, :]*K.T[None]).reshape(12, -1)
            return ((X*(4*pi/V*np.exp(-K2*sig**2)/K2))@X.conj().T).reshape(4, 3, 4, 3)
        H = coul((NG if macro else NG[NZ])@B, q)
        on = coul(NG[NZ]@B, np.zeros(3)).sum(2).real
        for i in range(4): H[i, :, i, :] -= on[i]
        def add(i, j, v, Tm):
            p = np.exp(1j*q@v)
            H[i, :, i, :] += Tm; H[j, :, j, :] += Tm
            H[i, :, j, :] -= Tm*p; H[j, :, i, :] -= Tm*np.conj(p)
        for i, j, n, k, f, d in s.bonds:
            v = r[j]+np.array(n)@A-r[i]; L = np.linalg.norm(v); P = np.outer(v, v)/L**2
            add(i, j, v, k*P+(f+k*(L-d))/L*(I3-P))
        for i in (0, 1): add(i, i+2, r[i+2]-r[i], kcs*I3)
        return H.reshape(12, 12)
    def relax(s, A, r, i0, E, H):   # coordinates from flat index i0 upward are free
        x = r.ravel().copy()
        for _ in range(40):
            g = s.grad(A, x.reshape(4, 3), E)[i0:]
            if abs(g).max() < 3e-14: break
            Hc = s.hess(A, x.reshape(4, 3), np.zeros(3), False).real if H is None else H
            x[i0:] -= np.linalg.solve(Hc[i0:, i0:], g)
        assert abs(g).max() < 1e-12
        return x.reshape(4, 3)
    def statics(s):
        h, hE, O = 1e-4, 2e-5, np.zeros(3)
        s.dtau = np.zeros((2, 3, 4, 3))
        for k in range(2):
            for al in range(3):
                d = np.zeros((4, 3)); d[k, al] = h
                s.dtau[k, al] = (s.relax(s.A, s.r+d, 6, O, s.H0)-s.relax(s.A, s.r-d, 6, O, s.H0))/(2*h)
        s.Z = np.einsum('i,kaib->kba', s.z, s.dtau)
        fld = lambda i0: np.array([(s.relax(s.A, s.r, i0, hE*e, s.H0)
                                    - s.relax(s.A, s.r, i0, -hE*e, s.H0))/(2*hE) for e in I3])
        s.dE = fld(6)
        s.eps = I3+4*pi/s.V*np.einsum('i,cib->bc', s.z, s.dE)
        s.eps0 = I3+4*pi/s.V*np.einsum('i,cib->bc', s.z, fld(3))
        def strain(i0):
            out = np.zeros((4, 3, 3, 3))
            for b in range(3):
                for c in range(3):
                    for sg in (1, -1):
                        F = I3+sg*h*np.outer(I3[b], I3[c])
                        x = s.relax(s.A@F.T, s.r@F.T, i0, O, s.H0)@np.linalg.inv(F).T
                        out[:, :, b, c] += sg*x/(2*h)
            return out
        s.ecl = np.einsum('i,iabc->abc', s.z, strain(6))/s.V
        st = strain(3); s.erel = np.einsum('i,iabc->abc', s.z, st)/s.V; s.Gam = st[1]
        pol = lambda q: np.einsum('i,ibka->kab', s.z, s.resp(q, False)[0].reshape(4, 3, 2, 3))
        dp = np.stack([(pol(h*e)-pol(-h*e))/(2*h) for e in I3], -1)
        Q = 1j*(dp+dp.transpose(0, 1, 3, 2)); assert abs(Q.imag).max() < 1e-8
        s.Q = Q.real
    def resp(s, q, macro):
        H = s.hess(s.A, s.r, q, macro); us = -np.linalg.solve(H[6:, 6:], H[6:, :6])
        return np.vstack([np.eye(6), us]), H[:6, :6]+H[:6, 6:]@us
    def pots(s, q):
        G = ND@s.B; K = G+q; K2 = (K**2).sum(-1)
        inv = np.where(K2 > 1e-20, 1/np.maximum(K2, 1e-20), 0)
        U = (-4*pi*s.z[:, None, None]*inv+s.w[:, None, None])*np.exp(-K2*sig**2/2)/s.V
        return K, U*np.exp(-1j*np.einsum('xyc,ic->ixy', G, s.r))
    def dV(s, q, u):
        K, U = s.pots(q); return -1j*np.einsum('xyc,ic,ixy->xy', K, u, U)
    def states(s, k):
        return np.linalg.eigh(s.pots(np.zeros(3))[1].sum(0)+np.diag(((NB@s.B+k)**2).sum(1)/2))
    def vertex(s, k, q, u, nb):
        c0 = s.states(k)[1][:, :nb]; c1 = s.states(k+q)[1][:, :nb]
        ov = (c0.conj()*c1).sum(0); c1 = c1*ov.conj()/abs(ov)
        return c1.conj().T@s.dV(q, u)@c0
    def atomic(s, k, q, j, nb): return s.vertex(k, q, s.resp(q, True)[0][:, j].reshape(4, 3), nb)
    def terms(s, k, n, j, nb):
        kap, al = divmod(j, 3); e, c = s.states(k); e, c = e[:nb], c[:, :nb]; one = np.eye(nb)
        p = c.conj().T@(((NB@s.B+k)@n)[:, None]*c)
        D = p*(1-one)/(e[:, None]-e[None, :]+one)
        W = c.conj().T@s.dV(np.zeros(3), np.einsum('c,cib->ib', n, s.dE))@c
        pre, qZ = 4*pi/(s.V*n@s.eps@n), n@s.Z[kap][:, al]
        return (1j*pre*qZ*one, [pre*0.5*(n@s.Q[kap, al]@n)*one, 1j*pre*qZ*D, -pre*qZ*W,
                c.conj().T@s.dV(np.zeros(3), s.dtau[kap, al])@c])
    def acoustic(s, q, macro=True):   # omega, unit U, particle pattern per |U|, zero-point |U|
        R, H = s.resp(q, macro); m = np.sqrt(np.repeat(s.M, 3))
        w2, ev = np.linalg.eigh(H/np.outer(m, m)); assert w2[0] > 0; out = []
        for nu in range(3):
            u = ev[:, nu]/m; U = s.M@u.reshape(2, 3)/s.M.sum(); L = np.linalg.norm(U)
            big = U[np.argmax(abs(U))]; x = np.conj(big)/abs(big)/L; w = w2[nu]**.5
            out.append((w, U*x, (R@u*x).reshape(4, 3), L/(2*w)**.5))
        return out
    def piezo(s, n, U, e, ep): return -4*pi*np.einsum('a,c,abc,b', n, n, e, U)/(n@ep@n)

zz, ww, mm = [2, 2, -1, -3], [-20., -10.], [70., 30.]
tri = Crystal(zz, ww, mm, I3+np.array([[.04, .03, -.02], [.03, -.03, .015], [-.02, .015, .01]]))
zb = Crystal(zz, ww, mm, I3); dia = Crystal([2, 2, -2, -2], [-15., -15.], [50., 50.], I3)
k0 = np.array([.30, .17, .08]); dirs = [unit(v) for v in ([1, 2, -.7], [-.4, 1, 3], [2, -1, 1.3])]

# independent-particle response, lowest band filled: head ~q^2 and even, wing ~q
def chi(q, ks):
    S = np.all(ND == [1, 0, 0], -1).astype(float); f = np.zeros(len(NB)); f[0] = 1; hd = wg = 0
    for k in ks:
        e0, c0 = tri.states(k); e1, c1 = tri.states(k+q); df = f[None, :]-f[:, None]
        rt = df/np.where(df != 0, e0[None, :]-e1[:, None], 1.); M = c1.conj().T@c0
        hd += np.sum(rt*abs(M)**2); wg += np.sum(rt*(c0.conj().T@S.T@c1).T*M)
    return hd, wg
ks = [k0, -k0, np.array([.1, -.2, .15]), np.array([-.1, .2, -.15])]; qq = 2e-4*dirs[0]
(h1, w1), (h2, w2_), (h3, _) = chi(qq, ks), chi(qq/2, ks), chi(-qq, ks)
assert abs(h1/h2-4) < 1e-4 and abs(w1/w2_-2) < 1e-2 and abs(h1/h3-1) < 1e-7
assert abs(chi(qq, ks[:1])[0]/chi(-qq, ks[:1])[0]-1) > 1e-6   # evenness needs the -k partner

# full vertex, triclinic cell, 2x2 bands at general k
eb = tri.states(k0)[0]; assert min(eb[1]-eb[0], eb[2]-eb[1]) > 0.02
q = 1e-4; err0 = err1 = 0; size = np.zeros(4)
for n in dirs:
    for j in range(6):
        gp, gm = tri.atomic(k0, q*n, j, 2), tri.atomic(k0, -q*n, j, 2); dip, t = tri.terms(k0, n, j, 2)
        err1 = max(err1, abs(q*(gp-gm)/2-dip).max()); err0 = max(err0, abs((gp+gm)/2-sum(t)).max())
        size = np.maximum(size, [abs(x).max() for x in t])
assert err1 < 1e-6 and err0 < 5e-6 and size.min() > 1e-4

# sum rule, Martin formula, relaxed tensors
sQ = tri.Q.sum(0)
martin = -(np.einsum('bac->abc', sQ)-np.einsum('acb->abc', sQ)+np.einsum('cba->abc', sQ))/(2*tri.V)
errM = abs(martin-tri.ecl).max()
assert abs(tri.Z.sum(0)).max() < 1e-6 and errM < 1e-7 and abs(tri.ecl).max() > 1e-4
assert abs(tri.ecl-tri.ecl.transpose(0, 2, 1)).max() < 1e-7
assert abs(tri.ecl+np.einsum('al,lbc->abc', tri.Z[1], tri.Gam)/tri.V-tri.erel).max() < 1e-7
PB = tri.resp(np.zeros(3), False)[1][3:, 3:].real
assert abs(tri.eps+4*pi/tri.V*tri.Z[1]@np.linalg.solve(PB, tri.Z[1].T)-tri.eps0).max() < 1e-5

# acoustic limit, internal strain and stiffening, triclinic cell
q = 3e-4; errA = miss_eps = miss_e = 0
for n in dirs:
    mp, mn, msc = tri.acoustic(q*n), tri.acoustic(-q*n), tri.acoustic(q*n, False)
    for x, y, zc in zip(mp, mn, msc):
        g = (tri.vertex(k0, q*n, x[2], 1)+tri.vertex(k0, -q*n, y[2], 1))[0, 0]/2; U = (x[1]+y[1])/2
        errA = max(errA, abs(g-tri.piezo(n, U, tri.erel, tri.eps0)))
        miss_eps = max(miss_eps, abs(g-tri.piezo(n, U, tri.erel, tri.eps)))
        miss_e = max(miss_e, abs(g-tri.piezo(n, U, tri.ecl, tri.eps0)))
        assert abs((zc[2][1]-zc[2][0]).imag/q-np.einsum('lbc,b,c', tri.Gam, zc[1].real, n)).max() < 1e-3
    C = sum(tri.M.sum()*x[0]**2/q**2*np.outer(x[1].real, x[1].real) for x in msc)
    b = np.einsum('a,c,abc->b', n, n, tri.erel)
    lam = np.linalg.eigvalsh(C+4*pi*tri.V*np.outer(b, b)/(n@tri.eps0@n))
    assert np.allclose(lam, [tri.M.sum()*x[0]**2/q**2 for x in mp], rtol=1e-4, atol=0)
assert errA < 1e-5 and miss_eps > 3e-4 and miss_e > 3e-4

# cubic cells: direction dependence for the lowest band at k=0
lev = np.zeros((3, 3, 3))
for p in itertools.permutations(range(3)): lev[p] = 1
O = np.zeros(3); FU = HA/BOHR; q = 1e-4; tab = []
for name, cr in (('zincblende', zb), ('diamond', dia)):
    for kap in range(2): assert abs(cr.Q[kap]-cr.Q[kap, 2, 0, 1]*lev).max() < 1e-6
    for v in ([1, 0, 0], [1, 1, 0], [1, -1, 0], [1, 1, 1]):
        n = unit(v); g = (cr.atomic(O, q*n, 2, 1)+cr.atomic(O, -q*n, 2, 1))[0, 0]/2
        fm = 4*pi*cr.Q[0, 2, 0, 1]*n[0]*n[1]/(cr.V*cr.eps[0, 0])
        assert abs(g-fm) < 2e-6; tab.append((name, v, g.real*FU, fm*FU))
assert abs(dia.Z).max() < 1e-6 and abs(dia.Q.sum(0)).max() < 1e-6 and abs(dia.erel).max() < 1e-7
assert abs(tab[1][2]-tab[2][2]) > 1e-2 and abs(tab[5][2]-tab[6][2]) > 1e-2
QA, QB, e14c, e14, ep, ep0 = zb.Q[0,2,0,1], zb.Q[1,2,0,1], zb.ecl[0,1,2], zb.erel[0,1,2], zb.eps[0,0], zb.eps0[0,0]
assert abs(e14c+(QA+QB)/(2*zb.V)) < 1e-7
def mode(n, pol, q, macro=True):
    x = max(zb.acoustic(q*n, macro), key=lambda y: abs(y[1]@pol))
    return x[0], zb.vertex(O, q*n, x[2], 1)[0, 0], x[3]
n110, n111, n100 = unit([1, 1, 0]), unit([1, 1, 1]), I3[0]
def slope(n, pol):
    x, y = mode(n, pol, 1e-3), mode(n, pol, 2.5e-4)
    return np.log(abs(x[1]*x[2])/abs(y[1]*y[2]))/np.log(4)
sT, sL = slope(n110, I3[2]), slope(n100, n100); assert abs(sT+.5) < .01 and abs(sL-.5) < .01
Mt = zb.M.sum(); q = 3e-4
v = mode(n110, I3[2], q)[0]/q; vsc = mode(n110, I3[2], q, False)[0]/q
K2 = 4*pi*e14**2/(ep0*Mt*v**2/zb.V); assert abs(vsc**2/v**2-(1-K2)) < 1e-4
qx_A = 0.01; qx = qx_A*BOHR; w, gU, amp = mode(n110, I3[2], qx); kT = sc.k*T/sc.e/HA
gform = -4*pi*e14/ep0/np.sqrt(2*Mt*v*qx); assert abs(gU*amp/gform-1) < 1e-2
th, thf = abs(gU*amp)**2/np.tanh(w/(2*kT)), 4*pi*kT*K2/(zb.V*ep0*qx**2); assert abs(th/thf-1) < 2e-2
gp, gm = mode(n111, n111, q)[1], mode(n111, -n111, -q)[1]
pz = -4*pi*2*e14/3**.5/ep0; Dp = (gp-gm)/(2j*q)
assert abs((gp+gm)/2-pz) < 1e-5 and abs(Dp.imag) < 1e-4
gL = mode(n111, n111, qx)[1]; assert abs(abs(gL)**2/(pz**2+(Dp.real*qx)**2)-1) < 2e-2

VU = pc['atomic unit of velocity'][0]/1e3; CM = sc.e/sc.angstrom**2
print(f"a = {a_A} A, Gaussian width = {sig_A} A, plane waves = {len(NB)}, T = {T} K")
print(f"charges core A,B shell A,B = {zz} e; masses = {mm} u; core wells = {ww} eV")
print(f"springs k1, k2, k_core-shell = {k1_e}, {k2_e}, {kcs_e} eV/A^2")
print(f"bond tension f = {zb.f*FU:.4f} eV/A; cell volume = {zb.V*BOHR**3:.3f} A^3")
print(f"e^2/(4 pi eps_vac) = {HA*BOHR:.4f} eV A; kT = {kT*HA*1e3:.3f} meV")
print(f"chi0 ratios for q vs q/2: head {h1/h2:.5f}, wing {abs(w1/w2_):.4f}")
print(f"triclinic probe k = {np.round(k0/BOHR, 4)} 1/A")
print("triclinic max |Q, D, W, gbar terms| =", np.round(size*FU, 4), "eV/A")
print(f"triclinic q^0 error = {err0*FU:.1e} eV/A; q*dipole error = {err1*HA/BOHR**2:.1e} eV/A^2")
print(f"triclinic max |e_cl| = {abs(tri.ecl).max()/BOHR**2:.5f}, Martin error = {errM/BOHR**2:.1e} e/A^2")
print(f"triclinic acoustic error = {errA*FU:.1e} eV/A")
print(f"  with eps_inf instead: {miss_eps*FU:.4f}; with clamped e: {miss_e*FU:.4f} eV/A")
print(f"zincblende Z_A = {zb.Z[0,0,0]:.4f} e, Z_B = {zb.Z[1,0,0]:.4f} e")
print(f"zincblende Q_A = {QA*BOHR:.4f} e A, Q_B = {QB*BOHR:.4f} e A")
print(f"zincblende eps_inf = {ep:.4f}, eps_0 = {ep0:.4f}")
print(f"dipole coefficient 4 pi Z_A/(V eps_inf) = {4*pi*zb.Z[0,0,0]/(zb.V*ep)*HA/BOHR**2:.4f} eV/A^2")
print(f"diamond charges [2,2,-2,-2] e, wells {dia.w[0]*HA/((2*pi)**1.5*sig**3):.0f} eV")
print(f"diamond Q_A = {dia.Q[0,2,0,1]*BOHR:.4f} e A, eps_inf = {dia.eps[0,0]:.4f}")
for t in tab: print(f"{t[0]} g0(A,z) along {t[1]}: full {t[2]:+.5f}, formula {t[3]:+.5f} eV/A")
print(f"e14 clamped = {e14c/BOHR**2:.5f}, -(QA+QB)/2V = {-(QA+QB)/(2*zb.V)/BOHR**2:.5f} e/A^2")
print(f"Gamma_B(xyz) = {zb.Gam[0,1,2]*BOHR:.4f} A; Z_B Gamma/V = {zb.Z[1,0,0]*zb.Gam[0,1,2]/zb.V/BOHR**2:.5f} e/A^2")
print(f"e14 relaxed = {e14/BOHR**2:.5f} e/A^2 = {e14/BOHR**2*CM:.4f} C/m^2")
print(f"TA[110] pol z: v = {v*VU:.4f} km/s, zero-field v = {vsc*VU:.4f} km/s, K^2 = {K2:.5f}")
print(f"TA[110] g/|U|: full {gU.real*FU:.5f}, formula {-4*pi*e14/ep0*FU:.5f} eV/A")
print(f"q = {qx_A} 1/A: hbar omega = {w*HA*1e3:.4f} meV, zero-point |U| = {amp*BOHR:.4f} A")
print(f"TA[110] mode g: full {(gU*amp).real*HA*1e3:.3f}, formula {gform*HA*1e3:.3f} meV")
print(f"(2N+1)|g|^2: full {th*HA**2:.5f}, formula {thf*HA**2:.5f} eV^2")
print(f"log slopes of |g|: TA[110] {sT:.4f}, LA[100] {sL:.4f}")
print(f"LA[111]: piezo {pz*FU:.5f} eV/A, deformation D = {Dp.real*HA:.4f} eV")
print(f"LA[111]: crossover q = {abs(pz/Dp.real)/BOHR:.4f} 1/A; |g/U| at q above = {abs(gL)*FU:.5f} eV/A")
print("all good")
```

Running it gives:

```
a = 5.5 A, Gaussian width = 0.6 A, plane waves = 59, T = 300.0 K
charges core A,B shell A,B = [2, 2, -1, -3] e; masses = [70.0, 30.0] u; core wells = [-20.0, -10.0] eV
springs k1, k2, k_core-shell = 10.0, 2.0, 10.0 eV/A^2
bond tension f = -0.9167 eV/A; cell volume = 41.594 A^3
e^2/(4 pi eps_vac) = 14.3996 eV A; kT = 25.852 meV
chi0 ratios for q vs q/2: head 4.00000, wing 2.0015
triclinic probe k = [0.5669 0.3213 0.1512] 1/A
triclinic max |Q, D, W, gbar terms| = [0.7901 0.7853 0.394  4.3181] eV/A
triclinic q^0 error = 9.5e-07 eV/A; q*dipole error = 4.3e-07 eV/A^2
triclinic max |e_cl| = 0.02274, Martin error = 2.6e-10 e/A^2
triclinic acoustic error = 9.0e-07 eV/A
  with eps_inf instead: 0.2517; with clamped e: 1.6644 eV/A
zincblende Z_A = 1.1271 e, Z_B = -1.1271 e
zincblende Q_A = 0.9463 e A, Q_B = 0.9483 e A
zincblende eps_inf = 2.3935, eps_0 = 3.3577
dipole coefficient 4 pi Z_A/(V eps_inf) = 2.0487 eV/A^2
diamond charges [2,2,-2,-2] e, wells -15 eV
diamond Q_A = -0.5226 e A, eps_inf = 2.3684
zincblende g0(A,z) along [1, 0, 0]: full -0.00000, formula +0.00000 eV/A
zincblende g0(A,z) along [1, 1, 0]: full +0.85996, formula +0.85996 eV/A
zincblende g0(A,z) along [1, -1, 0]: full -0.85996, formula -0.85996 eV/A
zincblende g0(A,z) along [1, 1, 1]: full +0.57330, formula +0.57330 eV/A
diamond g0(A,z) along [1, 0, 0]: full -0.00000, formula -0.00000 eV/A
diamond g0(A,z) along [1, 1, 0]: full -0.47996, formula -0.47996 eV/A
diamond g0(A,z) along [1, -1, 0]: full +0.47996, formula +0.47996 eV/A
diamond g0(A,z) along [1, 1, 1]: full -0.31997, formula -0.31997 eV/A
e14 clamped = -0.02277, -(QA+QB)/2V = -0.02277 e/A^2
Gamma_B(xyz) = -1.0863 A; Z_B Gamma/V = 0.02944 e/A^2
e14 relaxed = 0.00666 e/A^2 = 0.1067 C/m^2
TA[110] pol z: v = 5.4982 km/s, zero-field v = 5.4895 km/s, K^2 = 0.00317
TA[110] g/|U|: full -0.35877, formula -0.35901 eV/A
q = 0.01 1/A: hbar omega = 0.3619 meV, zero-point |U| = 0.2403 A
TA[110] mode g: full -86.219, formula -86.276 meV
(2N+1)|g|^2: full 1.06204, formula 1.06344 eV^2
log slopes of |g|: TA[110] -0.5000, LA[100] 0.5000
LA[111]: piezo -0.41454 eV/A, deformation D = 8.6450 eV
LA[111]: crossover q = 0.0480 1/A; |g/U| at q above = 0.42327 eV/A
all good
```
